# Zero Forces and the Pseudo-Jahn–Teller Stability of a Symmetric Defect: test program

```python
"""Pseudo-Jahn-Teller instability of a symmetric defect geometry.

Result under test: for
    H(Q) = K Q^2/2 + [[-gap/2, c Q], [c Q, +gap/2]]
the force on the lower surface is zero at Q = 0 for every coupling c, but
Q = 0 is unstable exactly when c^2 > K gap/2.
Symbols: Q displacement (nm), K bare stiffness (eV/nm^2), gap full energy
separation of the two states at Q = 0 (eV), c linear coupling (eV/nm),
ratio = 2 c^2/(K gap).  Parameters are round, in the rough regime of an
out-of-plane nitrogen antisite beside a vacancy in hexagonal BN.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

GAP = 1.0
STIFF = 400.0
COUPLING = 20.0
WEAK_COUPLING = 12.0
MASS_U = 14.0
FORCE_TOL = 0.1          # eV/nm, a usual stopping criterion
STEP = 2e-5              # nm, for finite differences


def surfaces(q, coupling=COUPLING, upper_extra=0.0, quartic=0.0, pull=0.0):
    """Both adiabatic energies, by numerical diagonalization."""
    common = 0.5 * STIFF * q**2 + quartic * q**4 - pull * q
    upper = common + GAP / 2 + 0.5 * upper_extra * q**2
    matrix = np.array([[common - GAP / 2, coupling * q],
                       [coupling * q, upper]])
    return np.linalg.eigvalsh(matrix)


def lower(q, **options):
    return surfaces(q, **options)[0]


def second_derivative(function, q):
    return (function(q + STEP) - 2 * function(q) + function(q - STEP)) / STEP**2


def force(q, coupling=COUPLING):
    """Hellmann-Feynman force from the numerical lower eigenvector."""
    matrix = np.array([[-GAP / 2, coupling * q], [coupling * q, GAP / 2]])
    vector = np.linalg.eigh(matrix)[1][:, 0]
    return -STIFF * q - 2 * coupling * vector[0] * vector[1]


def find_well(low=0.005, high=0.12, **options):
    found = minimize_scalar(lambda q: lower(q, **options), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, found.fun


# Zero force at the symmetric point, on both sides of the threshold
for coupling in (WEAK_COUPLING, COUPLING):
    assert abs(force(0.0, coupling)) < 1e-12
for q in (0.003, 0.02, 0.06):
    slope = (lower(q + STEP) - lower(q - STEP)) / (2 * STEP)
    assert abs(force(q) + slope) < 1e-4

# Curvatures of both surfaces at the symmetric point
curvature = {}
for coupling in (WEAK_COUPLING, COUPLING):
    numeric = second_derivative(lambda q: lower(q, coupling=coupling), 0.0)
    numeric_up = second_derivative(
        lambda q: surfaces(q, coupling=coupling)[1], 0.0)
    assert abs(numeric - (STIFF - 2 * coupling**2 / GAP)) < 1e-2
    assert abs(numeric_up - (STIFF + 2 * coupling**2 / GAP)) < 1e-2
    curvature[coupling] = (numeric, numeric_up)

# Threshold found as the zero of the numerical curvature
critical = brentq(lambda c: second_derivative(
    lambda q: lower(q, coupling=c), 0.0), 5.0, 30.0)
assert abs(critical**2 - STIFF * GAP / 2) < 1e-2

# At threshold the quartic term is positive and keeps the point a minimum
edge = np.sqrt(STIFF * GAP / 2)
quartic_numeric = (lower(1e-3, coupling=edge) - lower(0.0)) / 1e-12
assert abs(quartic_numeric / (edge**4 / GAP**3) - 1) < 2e-3

# Search of the whole surface on either side of the threshold
scan = np.linspace(0.0, 0.12, 121)
for trial_ratio in (0.5, 0.9, 0.99, 1.0, 1.1, 1.5, 2.5):
    trial = np.sqrt(trial_ratio * STIFF * GAP / 2)
    lowest = np.argmin([lower(q, coupling=trial) for q in scan])
    assert (lowest > 0) == (trial_ratio > 1.0)

# Distorted minimum: position, energy gain, curvature and vertical gap
ratio = 2 * COUPLING**2 / (STIFF * GAP)
weak_ratio = 2 * WEAK_COUPLING**2 / (STIFF * GAP)
q_well, e_well = find_well()
barrier = lower(0.0) - e_well
well_curvature = second_derivative(lower, q_well)
well_gap = surfaces(q_well)[1] - e_well
assert abs(q_well - np.sqrt(GAP / (2 * STIFF) * (ratio - 1 / ratio))) < 1e-6
assert abs(barrier - GAP * (ratio - 1)**2 / (4 * ratio)) < 1e-9
assert abs(well_curvature - STIFF * (1 - 1 / ratio**2)) < 2e-2
assert abs(well_gap - ratio * GAP) < 1e-4


def relax(start):
    """Follow the force until it is below the stopping criterion."""
    q, count = start, 0
    while abs(force(q)) >= FORCE_TOL:
        q += force(q) / STIFF
        count += 1
        assert count < 1000
    return q, count


window = brentq(lambda q: force(q) - FORCE_TOL, 1e-6, 3e-3)
assert abs(window / (FORCE_TOL / abs(curvature[COUPLING][0])) - 1) < 2e-3
starts = (0.0, 1e-4, 1e-3)
relaxed = [relax(start) for start in starts]
assert relaxed[0] == (0.0, 0) and relaxed[1] == (1e-4, 0)
assert abs(relaxed[2][0] - q_well) < 2 * FORCE_TOL / well_curvature

# Independent electrons in the two orbitals
occupation_curvature = {}
for occupation in ((1, 0), (2, 0), (1, 1), (2, 1)):
    def total(q):
        bare = 0.5 * STIFF * q**2
        return bare + np.dot(occupation, surfaces(q) - bare)
    value = second_derivative(total, 0.0)
    excess = occupation[0] - occupation[1]
    assert abs(value - (STIFF - excess * 2 * COUPLING**2 / GAP)) < 2e-2
    occupation_curvature[occupation] = value


def numerical_hessian(stiff_matrix, couplings):
    def energy(x):
        mix = couplings @ x
        matrix = np.array([[-GAP / 2, mix], [mix, GAP / 2]])
        return 0.5 * x @ stiff_matrix @ x + np.linalg.eigvalsh(matrix)[0]
    steps = STEP * np.eye(len(couplings))
    return np.array([[(energy(a + b) - energy(a - b) - energy(b - a)
                       + energy(-a - b)) / (4 * STEP**2)
                      for b in steps] for a in steps])


# Many-mode criterion on random stiffness matrices and couplings
random = np.random.default_rng(7)
outcomes = []
for _ in range(60):
    factor = 10 * random.normal(size=(3, 3))
    stiff_matrix = 300 * np.eye(3) + factor @ factor.T
    couplings = 10 * random.normal(size=3)
    strength = 2 / GAP * couplings @ np.linalg.solve(stiff_matrix, couplings)
    if abs(strength - 1) < 0.01:
        continue  # too close to threshold for finite differences
    softest = np.linalg.eigvalsh(numerical_hessian(stiff_matrix, couplings))[0]
    assert (softest < 0) == (strength > 1)
    outcomes.append(softest < 0)
assert 5 < sum(outcomes) < len(outcomes) - 5

# Two modes, each stable alone, unstable together
pair_stiff = np.array([400.0, 600.0])
pair_coupling = np.array([11.0, 13.0])
pair_ratio = 2 * pair_coupling**2 / (GAP * pair_stiff)
pair_hessian = numerical_hessian(np.diag(pair_stiff), pair_coupling)
pair_softest = np.linalg.eigvalsh(pair_hessian)[0]
assert np.all(np.diag(pair_hessian) > 0) and pair_softest < 0

# Neglected static terms: they change the gain, not the curvature at Q = 0
hardening = 0.1 * 0.5 * STIFF / q_well**2
extra = 0.2 * STIFF
barrier_quartic = lower(0.0) - find_well(quartic=hardening)[1]
barrier_unequal = lower(0.0) - find_well(upper_extra=extra)[1]
for options in ({"quartic": hardening}, {"upper_extra": extra}):
    changed = second_derivative(lambda q: lower(q, **options), 0.0)
    assert abs(changed - curvature[COUPLING][0]) < 1e-2

# Field of 1 MV/cm on an assumed effective charge of one e
field_pull = 1e8 * 1e-9  # V/m to V/nm; times e gives eV/nm
left = find_well(-0.12, -0.005, pull=field_pull)[1]
right = find_well(pull=field_pull)[1]
bias = left - right
assert abs(bias / (2 * field_pull * q_well) - 1) < 0.01

# Quantum nuclei: full two-state Hamiltonian in an oscillator basis
mass = MASS_U * const.atomic_mass
kinetic = const.hbar**2 / (2 * mass * const.e) * 1e18   # eV nm^2
quantum = np.sqrt(2 * STIFF * kinetic)                  # bare quantum, eV
well_quantum = np.sqrt(2 * well_curvature * kinetic)


def vibronic_levels(size):
    ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
    position = np.sqrt(quantum / (2 * STIFF)) * (ladder + ladder.T)
    oscillator = np.diag(quantum * (np.arange(size) + 0.5))
    matrix = (np.kron(np.eye(2), oscillator)
              + np.kron(np.diag([-GAP / 2, GAP / 2]), np.eye(size))
              + COUPLING * np.kron(np.array([[0, 1], [1, 0]]), position))
    return np.linalg.eigvalsh(matrix)[:2]


levels = vibronic_levels(140)
splitting = levels[1] - levels[0]
small_basis = vibronic_levels(100)
assert abs((small_basis[1] - small_basis[0]) / splitting - 1) < 1e-2
zero_point = levels[0] - e_well
flip_time = np.pi * const.hbar / (splitting * const.e)

# Adiabatic ground energy on a grid, without and with diagonal correction
spacing = 0.002
grid = spacing * np.arange(-65, 66)
offset = np.subtract.outer(np.arange(131), np.arange(131))
safe = np.where(offset == 0, 1, offset)
kinetic_matrix = kinetic / spacing**2 * np.where(
    offset == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(offset) / safe**2)
potential = np.array([lower(q) for q in grid])
angle_slope = (COUPLING / GAP) / (1 + (2 * COUPLING * grid / GAP)**2)
correction = kinetic * angle_slope**2
plain = np.linalg.eigvalsh(kinetic_matrix + np.diag(potential))[0]
corrected = np.linalg.eigvalsh(
    kinetic_matrix + np.diag(potential + correction))[0]
assert plain < levels[0] < corrected
assert corrected - levels[0] < 5e-6

# Classical hopping by transition-state theory, from the whole well
hopping = {}
for temperature in (300.0, 450.0):
    thermal = const.k * temperature / const.e
    weight = quad(lambda q: np.exp(-(lower(q) - e_well) / thermal),
                  0.0, 0.15, points=[q_well])[0]
    speed = 1e9 * np.sqrt(const.k * temperature / (2 * np.pi * mass))
    rate = speed * np.exp(-barrier / thermal) / weight
    attempt = well_quantum * const.e / const.h
    harmonic = attempt * np.exp(-barrier / thermal)
    assert 0.5 < rate / harmonic < 2.0  # harmonic law is only an estimate
    hopping[temperature] = (thermal, rate, harmonic)
upper_weight = np.exp(-GAP / hopping[450.0][0])

print(f"gap at symmetric point: {GAP:.2f} eV")
print(f"bare stiffness: {STIFF:.0f} eV/nm^2")
print(f"coupling, strong case: {COUPLING:.1f} eV/nm")
print(f"coupling, weak case: {WEAK_COUPLING:.1f} eV/nm")
print(f"moving mass: {MASS_U:.0f} u")
print(f"critical coupling: {critical:.3f} eV/nm")
print(f"stiffness times half gap: {STIFF * GAP / 2:.0f} eV^2/nm^2")
print(f"coupling squared, strong: {COUPLING**2:.0f} eV^2/nm^2")
print(f"coupling squared, weak: {WEAK_COUPLING**2:.0f} eV^2/nm^2")
print(f"ratio, strong and weak: {ratio:.2f}, {weak_ratio:.2f} (no unit)")
print(f"force at Q=0, strong: {abs(force(0.0)):.1e} eV/nm")
print(f"lower curvature, strong: {curvature[COUPLING][0]:.1f} eV/nm^2")
print(f"upper curvature, strong: {curvature[COUPLING][1]:.1f} eV/nm^2")
print(f"lower curvature, weak: {curvature[WEAK_COUPLING][0]:.1f} eV/nm^2")
print(f"displacement of minimum: {q_well:.4f} nm")
print(f"energy gain (barrier): {barrier:.4f} eV")
print(f"curvature at minimum: {well_curvature:.1f} eV/nm^2")
print(f"vertical gap at minimum: {well_gap:.3f} eV")
print(f"force criterion: {FORCE_TOL:.2f} eV/nm")
print(f"deceptive window half-width: {window:.2e} nm")
for start, (end, count) in zip(starts, relaxed):
    print(f"relaxation from {start:.4f} nm: {end:.4f} nm, {count} steps")
for occupation, value in occupation_curvature.items():
    print(f"curvature, occupations {occupation}: {value:.1f} eV/nm^2")
print(f"two modes, stiffnesses: {pair_stiff} eV/nm^2")
print(f"two modes, couplings: {pair_coupling} eV/nm")
print(f"two modes, ratios: {pair_ratio[0]:.3f}, {pair_ratio[1]:.3f} (no unit)")
print(f"two modes, sum of ratios: {pair_ratio.sum():.3f} (no unit)")
print(f"two modes, lowest curvature: {pair_softest:.1f} eV/nm^2")
print(f"gain with 10% quartic term: {barrier_quartic:.4f} eV")
print(f"gain with 20% stiffer upper state: {barrier_unequal:.4f} eV")
print(f"well difference at 1 MV/cm: {1e3 * bias:.2f} meV")
print(f"bare vibrational quantum: {1e3 * quantum:.1f} meV")
print(f"vibrational quantum in well: {1e3 * well_quantum:.1f} meV")
print(f"zero-point energy above minimum: {1e3 * zero_point:.1f} meV")
print(f"tunnel splitting: {splitting:.2e} eV")
print(f"tunnel flip time, equal wells: {flip_time:.1e} s")
print(f"nonadiabatic energy shift: {1e3 * (levels[0] - plain):.3f} meV")
for temperature, (thermal, rate, harmonic) in hopping.items():
    print(f"thermal energy at {temperature:.0f} K: {1e3 * thermal:.1f} meV")
    print(f"hopping rate at {temperature:.0f} K: {rate:.1e} 1/s")
    print(f"harmonic estimate at {temperature:.0f} K: {harmonic:.1e} 1/s")
print(f"upper-state Boltzmann factor, 450 K: {upper_weight:.1e} (no unit)")
print("finished without a failed check")
```

Running it gives:

```
gap at symmetric point: 1.00 eV
bare stiffness: 400 eV/nm^2
coupling, strong case: 20.0 eV/nm
coupling, weak case: 12.0 eV/nm
moving mass: 14 u
critical coupling: 14.142 eV/nm
stiffness times half gap: 200 eV^2/nm^2
coupling squared, strong: 400 eV^2/nm^2
coupling squared, weak: 144 eV^2/nm^2
ratio, strong and weak: 2.00, 0.72 (no unit)
force at Q=0, strong: 0.0e+00 eV/nm
lower curvature, strong: -400.0 eV/nm^2
upper curvature, strong: 1200.0 eV/nm^2
lower curvature, weak: 112.0 eV/nm^2
displacement of minimum: 0.0433 nm
energy gain (barrier): 0.1250 eV
curvature at minimum: 300.0 eV/nm^2
vertical gap at minimum: 2.000 eV
force criterion: 0.10 eV/nm
deceptive window half-width: 2.50e-04 nm
relaxation from 0.0000 nm: 0.0000 nm, 0 steps
relaxation from 0.0001 nm: 0.0001 nm, 0 steps
relaxation from 0.0010 nm: 0.0431 nm, 9 steps
curvature, occupations (1, 0): -400.0 eV/nm^2
curvature, occupations (2, 0): -1200.0 eV/nm^2
curvature, occupations (1, 1): 400.0 eV/nm^2
curvature, occupations (2, 1): -400.0 eV/nm^2
two modes, stiffnesses: [400. 600.] eV/nm^2
two modes, couplings: [11. 13.] eV/nm
two modes, ratios: 0.605, 0.563 (no unit)
two modes, sum of ratios: 1.168 (no unit)
two modes, lowest curvature: -80.7 eV/nm^2
gain with 10% quartic term: 0.0995 eV
gain with 20% stiffer upper state: 0.1087 eV
well difference at 1 MV/cm: 8.66 meV
bare vibrational quantum: 34.6 meV
vibrational quantum in well: 29.9 meV
zero-point energy above minimum: 14.9 meV
tunnel splitting: 3.21e-08 eV
tunnel flip time, equal wells: 6.4e-08 s
nonadiabatic energy shift: 0.044 meV
thermal energy at 300 K: 25.9 meV
hopping rate at 300 K: 5.6e+10 1/s
harmonic estimate at 300 K: 5.7e+10 1/s
thermal energy at 450 K: 38.8 meV
hopping rate at 450 K: 2.8e+11 1/s
harmonic estimate at 450 K: 2.9e+11 1/s
upper-state Boltzmann factor, 450 K: 6.3e-12 (no unit)
finished without a failed check
```
